# Relativistic Structure Constants from Scalar Ones by a Clebsch-Gordan Transformation: verification in Python

```python
"""
Result under test: the free Dirac structure constants between two sites are
  G[Lam,Lam'] = (2 + E/c^2) * sum_s C(Lam,s) g[l,mu-s; l',mu'-s] C(Lam',s),
where g are the scalar (Helmholtz) structure constants at the relativistic
momentum p = sqrt(2E + E^2/c^2).  Hartree atomic units.
E: energy without rest energy; W = E + c^2; Lam = (kappa, mu); mu2 = 2*mu;
s2 = 2*s; C: Clebsch-Gordan coefficients for l coupled to spin 1/2;
R: vector from the first site to the second; r, r': local vectors there.
The reference is the closed form of the Dirac Green function, itself checked
against the Dirac equation by finite differences and by its source strength.
"""
from math import factorial
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.special import lpmv, spherical_jn
from sympy import Rational
from sympy.physics.quantum.cg import CG

c = 1.0 / fine_structure
LMAX = 8
NL = (LMAX + 1) ** 2
I_POWERS = np.array([1, 1j, -1, -1j])

# Dirac matrices
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in pauli])
beta = np.diag([1.0, 1.0, -1.0, -1.0])


def momentum(E):
    return np.sqrt(complex(2 * E + E * E / c**2))


def small_ratio(E):
    return c * momentum(E) / (E + 2 * c**2)


def harmonics(vectors, lmax):
    """Complex spherical harmonics, column index l*l + l + m."""
    v = np.atleast_2d(vectors)
    cos_theta = v[:, 2] / np.linalg.norm(v, axis=1)
    phi = np.arctan2(v[:, 1], v[:, 0])
    Y = np.zeros((len(v), (lmax + 1) ** 2), dtype=complex)
    for l in range(lmax + 1):
        for m in range(l + 1):
            norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                           * factorial(l - m) / factorial(l + m))
            y = norm * lpmv(m, l, cos_theta) * np.exp(1j * m * phi)
            Y[:, l * l + l + m] = y
            if m:
                Y[:, l * l + l - m] = (-1) ** m * y.conj()
    return Y


def sphere_grid(n):
    x, wx = np.polynomial.legendre.leggauss(n)
    phi = np.arange(2 * n) * np.pi / n
    X, P = np.meshgrid(x, phi, indexing="ij")
    S = np.sqrt(1 - X**2)
    points = np.stack([S * np.cos(P), S * np.sin(P), X], axis=-1)
    return points.reshape(-1, 3), np.repeat(wx, 2 * n) * np.pi / n


def hankel(nmax, x):
    """Outgoing spherical Hankel functions of orders 0..nmax."""
    h = [-1j * np.exp(1j * x) / x, -np.exp(1j * x) * (x + 1j) / x**2]
    for n in range(1, nmax):
        h.append((2 * n + 1) / x * h[n] - h[n - 1])
    return np.array(h)


# Integrals of Y*_L Y_L' Y_L'' by exact quadrature
ell_big = np.array([l for l in range(2 * LMAX + 1) for _ in range(2 * l + 1)])
ell = ell_big[:NL]
grid, weight = sphere_grid(2 * LMAX + 1)
Y_big = harmonics(grid, 2 * LMAX)
Y_low = Y_big[:, :NL]
gaunt = np.array([((Y_low.conj().T * (weight * Y_big[:, n])) @ Y_low).real
                  for n in range(len(ell_big))])
l_sum = ell[:, None] + ell[None, :]
l_dif = np.abs(ell[:, None] - ell[None, :])
for n, l3 in enumerate(ell_big):
    gaunt[n][(l3 > l_sum) | (l3 < l_dif)] = 0.0
gaunt[np.abs(gaunt) < 1e-12] = 0.0


def scalar_structure(p, R):
    h = hankel(2 * LMAX, p * np.linalg.norm(R))
    coef = (I_POWERS[(-ell_big) % 4] * h[ell_big]
            * harmonics(R, 2 * LMAX)[0].conj())
    phase = I_POWERS[(ell[:, None] - ell[None, :]) % 4]
    return -4j * np.pi * p * phase * np.tensordot(coef, gaunt, 1)


def orbital(kappa):
    return kappa if kappa > 0 else -kappa - 1


def clebsch(kappa, mu2, s2):
    l = orbital(kappa)
    if kappa < 0:
        return np.sqrt((l + 0.5 + s2 * mu2 / 2) / (2 * l + 1))
    return -s2 * np.sqrt((l + 0.5 - s2 * mu2 / 2) / (2 * l + 1))


STATES = [(k, mu2) for l in range(LMAX + 1)
          for k in (([l] if l else []) + [-l - 1])
          for mu2 in range(-(2 * abs(k) - 1), 2 * abs(k), 2)]
index = {state: i for i, state in enumerate(STATES)}
U = np.zeros((2 * NL, len(STATES)))
for i, (k, mu2) in enumerate(STATES):
    l = orbital(k)
    for block, s2 in enumerate((1, -1)):
        m = (mu2 - s2) // 2
        if abs(m) <= l:
            U[block * NL + l * l + l + m, i] = clebsch(k, mu2, s2)
            if l <= 2:
                ref = CG(l, m, Rational(1, 2), Rational(s2, 2),
                         Rational(2 * abs(k) - 1, 2), Rational(mu2, 2)).doit()
                assert abs(float(ref) - clebsch(k, mu2, s2)) < 1e-12
assert np.allclose(U.T @ U, np.eye(2 * NL), atol=1e-12)


def relativistic_structure(E, R, p=None):
    g = scalar_structure(momentum(E) if p is None else p, R)
    return (2 + E / c**2) * (U.T @ np.kron(np.eye(2), g) @ U)


def spinor(Y, kappa, mu2):
    l = orbital(kappa)
    out = np.zeros((len(Y), 2), dtype=complex)
    for col, s2 in enumerate((1, -1)):
        m = (mu2 - s2) // 2
        if abs(m) <= l:
            out[:, col] = clebsch(kappa, mu2, s2) * Y[:, l * l + l + m]
    return out


def free_waves(vector, E):
    """Regular Dirac waves: kets (4 x states) and bras (states x 4)."""
    x = momentum(E) * np.linalg.norm(vector)
    j = [spherical_jn(l, x) for l in range(LMAX + 2)]
    Y = harmonics(vector, LMAX + 1)
    ket = np.zeros((4, len(STATES)), dtype=complex)
    bra = np.zeros((len(STATES), 4), dtype=complex)
    for i, (k, mu2) in enumerate(STATES):
        upper, lower = spinor(Y, k, mu2)[0], spinor(Y, -k, mu2)[0]
        f = j[orbital(k)]
        q = small_ratio(E) * np.sign(k) * j[orbital(-k)]
        ket[:2, i], ket[2:, i] = f * upper, 1j * q * lower
        bra[i, :2], bra[i, 2:] = f * upper.conj(), -1j * q * lower.conj()
    return ket, bra


def dirac_green(x, E):
    """Closed form (W + H) g / c^2 for displacement x, shape (..., 3)."""
    p = momentum(E)
    d = np.linalg.norm(x, axis=-1)
    g = -np.exp(1j * p * d) / (4 * np.pi * d)
    grad = (g * (1j * p - 1 / d) / d)[..., None] * x
    diagonal = (E + c**2) * np.eye(4) + c**2 * beta
    return (g[..., None, None] * diagonal
            - 1j * c * np.einsum("...k,kab->...ab", grad, alpha)) / c**2


# The closed form solves the Dirac equation and has unit source strength
E_example = 100.0
x0, step = np.array([1.0, -0.7, 0.5]), 1e-4
kinetic = sum(-1j * c * alpha[k] @ (dirac_green(x0 + step * e, E_example)
              - dirac_green(x0 - step * e, E_example)) / (2 * step)
              for k, e in enumerate(np.eye(3)))
G0 = dirac_green(x0, E_example)
residual = (E_example + c**2) * G0 - kinetic - c**2 * beta @ G0
dirac_error = np.abs(residual).max() / np.abs(kinetic).max()
assert dirac_error < 1e-5
dirs, wts = sphere_grid(12)
eps = 1e-5
flux = 1j * c * eps**2 * np.einsum("n,nk,kab,nbd->ad", wts, dirs, alpha,
                                   dirac_green(eps * dirs, E_example))
source_error = np.abs(flux - np.eye(4)).max()
assert source_error < 1e-6

# sigma.p turns j_l chi_kappa into i p sign(kappa) j_lbar chi_(-kappa)
def upper_wave(v, k, mu2, p):
    radial = spherical_jn(orbital(k), p * np.linalg.norm(v))
    return radial * spinor(harmonics(v, LMAX), k, mu2)[0]


wave_error = 0.0
for k, mu2 in [(-1, 1), (1, -1), (-2, 1), (2, 3), (-3, -3), (3, 1)]:
    p_test = 1.3
    numeric = sum(-1j * pauli[n] @ (upper_wave(x0 + step * e, k, mu2, p_test)
                  - upper_wave(x0 - step * e, k, mu2, p_test)) / (2 * step)
                  for n, e in enumerate(np.eye(3)))
    formula = 1j * p_test * np.sign(k) * upper_wave(x0, -k, mu2, p_test) \
        if False else 1j * p_test * np.sign(k) * (
            spherical_jn(orbital(-k), p_test * np.linalg.norm(x0))
            * spinor(harmonics(x0, LMAX), -k, mu2)[0])
    wave_error = max(wave_error, np.abs(numeric - formula).max())
assert wave_error < 1e-6

# Partial-wave sum against the closed form, each 2x2 block on its own scale
R_general = np.array([2.0, -3.0, 4.0])
sum_errors = []
for E in (-0.3, 0.5, 0.5 + 0.2j, 100.0, 5000.0):
    scale = 1 / max(1.0, abs(momentum(E)))
    r1 = scale * np.array([0.3, -0.2, 0.25])
    r2 = scale * np.array([-0.15, 0.3, 0.2])
    series = (free_waves(r1, E)[0] @ relativistic_structure(E, R_general)
              @ free_waves(r2, E)[1])
    closed = dirac_green(r1 - r2 - R_general, E)
    worst = 0.0
    for a in (slice(0, 2), slice(2, 4)):
        for b in (slice(0, 2), slice(2, 4)):
            worst = max(worst, np.abs(series[a, b] - closed[a, b]).max()
                        / np.abs(closed[a, b]).max())
    assert worst < 1e-6, (E, worst)
    sum_errors.append((E, worst))

# Structure constants extracted from the lower components by quadrature
LOW = 18                                   # all states with l <= 2
Y_dirs = harmonics(dirs, LMAX + 1)


def projected_structure(E, R, radius, right_lower):
    x = (radius * dirs[:, None, :] - radius * dirs[None, :, :] - R)
    cols = slice(2, 4) if right_lower else slice(0, 2)
    G = dirac_green(x, E)[:, :, 2:4, cols]
    n = len(dirs)
    G = G.transpose(0, 2, 1, 3).reshape(2 * n, 2 * n)
    left, right, dl, dr = [], [], [], []
    for k, mu2 in STATES[:LOW]:
        low = (wts[:, None] * spinor(Y_dirs, -k, mu2)).ravel()
        up = (wts[:, None] * spinor(Y_dirs, k, mu2)).ravel()
        z = momentum(E) * radius
        q = small_ratio(E) * np.sign(k) * spherical_jn(orbital(-k), z)
        left.append(low.conj())
        dl.append(1j * q)
        right.append(low if right_lower else up)
        dr.append(-1j * q if right_lower else spherical_jn(orbital(k), z))
    return (np.array(left) @ G @ np.array(right).T) / np.outer(dl, dr)


projection_error = 0.0
for R in (R_general, np.array([0.0, 0.0, 5.0])):
    formula = relativistic_structure(E_example, R)[:LOW, :LOW]
    for right_lower in (True, False):
        direct = projected_structure(E_example, R, 0.1, right_lower)
        projection_error = max(projection_error,
                               np.abs(direct - formula).max()
                               / np.abs(formula).max())
assert projection_error < 1e-7

# Transformed back to (l, m, spin), the projected constants are spin-diagonal
rows = np.r_[0:9, NL:NL + 9]
direct = projected_structure(E_example, R_general, 0.1, True)
back = U[rows, :LOW] @ direct @ U[rows, :LOW].T
spin_flip = max(np.abs(back[:9, 9:]).max(), np.abs(back[9:, :9]).max())
spin_flip /= np.abs(back).max()
assert spin_flip < 1e-7
assert np.abs(back[:9, :9] - back[9:, 9:]).max() < 1e-7 * np.abs(back).max()

# Worked example: sites 5 bohr apart along z
distance = 5.0
Rz = np.array([0.0, 0.0, distance])
p = momentum(E_example)
p_nr = np.sqrt(2 * E_example)
factor = 2 + E_example / c**2
g = scalar_structure(p, Rz)
h = hankel(2, p * distance)
g_ss, g_sp, g_p0, g_p1 = g[0, 0], g[0, 2], g[2, 2], g[3, 3]
for value, short in [(g_ss, -1j * p * h[0]),
                     (g_sp, 1j * p * np.sqrt(3) * h[1]),
                     (g_p0, -1j * p * (h[0] - 2 * h[2])),
                     (g_p1, -1j * p * (h[0] + h[2]))]:
    assert abs(value - short) < 1e-10
G_direct = projected_structure(E_example, Rz, 0.1, True)
s12, p12, p32 = index[(-1, 1)], index[(1, 1)], index[(-2, 1)]
table = [
    ("s1/2,s1/2", s12, s12, factor * g_ss),
    ("s1/2,p1/2", s12, p12, -factor * g_sp / np.sqrt(3)),
    ("s1/2,p3/2", s12, p32, factor * g_sp * np.sqrt(2 / 3)),
    ("p1/2,p1/2", p12, p12, factor * (g_p0 + 2 * g_p1) / 3),
    ("p3/2,p3/2", p32, p32, factor * (2 * g_p0 + g_p1) / 3),
    ("p1/2,p3/2", p12, p32, factor * np.sqrt(2) * (g_p1 - g_p0) / 3)]
for _, a, b, value in table:
    assert abs(value - G_direct[a, b]) < 1e-7
assert abs(G_direct[s12, s12] - G_direct[p12, p12]) < 1e-7

right = relativistic_structure(E_example, Rz)[:LOW, :LOW]
wrong = relativistic_structure(E_example, Rz, p=p_nr)[:LOW, :LOW]
wrong_error = np.abs(wrong - right).max() / np.abs(right).max()
assert wrong_error > 1e4 * projection_error


def show(z):
    return f"{z.real:+.6f} {z.imag:+.6f}i"


hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"speed of light c = {c:.6f} a.u.")
print(f"energy E = {E_example:.1f} hartree = {E_example*hartree_ev:.1f} eV")
print(f"site distance along z = {distance:.1f} bohr")
print(f"relativistic momentum p = {p.real:.6f} 1/bohr")
print(f"momentum sqrt(2E) = {p_nr:.6f} 1/bohr")
print(f"matching Schroedinger energy p^2/2 = {p.real**2/2:.6f} hartree")
print(f"phase difference (p-sqrt(2E))R = {(p.real-p_nr)*distance:.6f} rad")
print(f"prefactor 2+E/c^2 = {factor:.6f} 1/(hartree bohr^2)")
print(f"prefactor 1+E/(2c^2) = {factor/2:.6f} (no unit)")
print(f"small-component ratio a = {small_ratio(E_example).real:.6f} (no unit)")
print("scalar structure constants, unit 1/bohr:")
print("  g(00,00) =", show(g_ss))
print("  g(00,10) =", show(g_sp))
print("  g(10,10) =", show(g_p0))
print("  g(11,11) =", show(g_p1))
print("relativistic constants, mu = 1/2, unit 1/(hartree bohr^3):")
for name, a, b, value in table:
    print(f"  {name} from formula     = {show(value)}")
    print(f"  {name} from lower block = {show(G_direct[a, b])}")
print("relative error of partial-wave sum, worst 2x2 block (no unit):")
for E, err in sum_errors:
    print(f"  E = {E} hartree: {err:.1e}")
print(f"highest l in these sums = {LMAX}")
print(f"Dirac equation residual, relative = {dirac_error:.1e}")
print(f"source strength error = {source_error:.1e}")
print(f"sigma.p identity error = {wave_error:.1e} 1/bohr")
print(f"projection against formula, relative error = {projection_error:.1e}")
print(f"spin-flip part in (l,m,s) basis, relative = {spin_flip:.1e}")
print(f"relative error if sqrt(2E) is used for p = {wrong_error:.4f}")
print("verified")
```

It prints:

```
speed of light c = 137.035999 a.u.
energy E = 100.0 hartree = 2721.1 eV
site distance along z = 5.0 bohr
relativistic momentum p = 14.160950 1/bohr
momentum sqrt(2E) = 14.142136 1/bohr
matching Schroedinger energy p^2/2 = 100.266257 hartree
phase difference (p-sqrt(2E))R = 0.094073 rad
prefactor 2+E/c^2 = 2.005325 1/(hartree bohr^2)
prefactor 1+E/(2c^2) = 1.002663 (no unit)
small-component ratio a = 0.051532 (no unit)
scalar structure constants, unit 1/bohr:
  g(00,00) = +0.023727 -0.198588i
  g(00,10) = +0.343383 +0.045955i
  g(10,10) = +0.087982 -0.593514i
  g(11,11) = -0.008400 -0.001124i
relativistic constants, mu = 1/2, unit 1/(hartree bohr^3):
  s1/2,s1/2 from formula     = +0.047581 -0.398233i
  s1/2,s1/2 from lower block = +0.047581 -0.398233i
  s1/2,p1/2 from formula     = -0.397561 -0.053205i
  s1/2,p1/2 from lower block = -0.397561 -0.053205i
  s1/2,p3/2 from formula     = +0.562236 +0.075244i
  s1/2,p3/2 from lower block = +0.562236 +0.075244i
  p1/2,p1/2 from formula     = +0.047581 -0.398233i
  p1/2,p1/2 from lower block = +0.047581 -0.398233i
  p3/2,p3/2 from formula     = +0.112007 -0.794211i
  p3/2,p3/2 from lower block = +0.112007 -0.794211i
  p1/2,p3/2 from formula     = -0.091112 +0.559998i
  p1/2,p3/2 from lower block = -0.091112 +0.559998i
relative error of partial-wave sum, worst 2x2 block (no unit):
  E = -0.3 hartree: 4.0e-08
  E = 0.5 hartree: 3.3e-09
  E = (0.5+0.2j) hartree: 6.1e-09
  E = 100.0 hartree: 1.8e-10
  E = 5000.0 hartree: 1.8e-10
highest l in these sums = 8
Dirac equation residual, relative = 1.8e-07
source strength error = 1.0e-08
sigma.p identity error = 3.6e-10 1/bohr
projection against formula, relative error = 1.0e-13
spin-flip part in (l,m,s) basis, relative = 3.5e-14
relative error if sqrt(2E) is used for p = 0.0940
verified
```
